# Initial Loss from an Inhibitor Layer with Gaussian Desorption Energies

## First half: the initial loss rate

### 1. Two kinds of site

In area-selective deposition an inhibitor layer covers the surface on which no film should grow. Each molecule that desorbs leaves a place where growth can start. Suppose first that the layer has two kinds of site in equal numbers. On one kind the molecule needs an energy $E_0-s$ to desorb, on the other $E_0+s$. The mean energy is $E_0$ and the standard deviation is $s$.

Let a molecule with desorption energy $E$ leave at the rate $\nu e^{-E/k_BT}$, where $\nu$ is an attempt frequency, $k_B$ is Boltzmann's constant and $T$ is the temperature. At the mean energy the rate would be

$$k_0=\nu e^{-E_0/k_BT}.$$

The weak sites have the rate $k_0e^{s/k_BT}$ and the strong sites $k_0e^{-s/k_BT}$. When all sites are filled, the loss rate per site is the plain average,

$$\tfrac12k_0\left(e^{s/k_BT}+e^{-s/k_BT}\right)=k_0\cosh\frac{s}{k_BT}.$$

Take $s=k_BT\ln 10$. The two rates are then $10k_0$ and $0.1k_0$, and their average is $5.05k_0$. The spread has raised the loss rate fivefold although the mean energy has not moved. The reason is the curvature of the exponential: lowering the energy by $s$ adds $9k_0$ to the rate, while raising it by $s$ removes only $0.9k_0$.

The gain does not last. Once the weak half of the sites is empty, the molecules that remain desorb ten times more slowly than molecules at the mean energy. A statement about the enhanced rate must therefore say that it refers to the start. Both features survive when the two energies are replaced by a Gaussian distribution.

### 2. The layer and its assumptions

Let $g(E)\,dE$ be the fraction of sites with desorption energy between $E$ and $E+dE$, with

$$g(E)=\frac{1}{s\sqrt{2\pi}}\exp\left[-\frac{(E-E_0)^2}{2s^2}\right].$$

The assumptions are these.

- Each site holds one molecule, and at $t=0$ every site is filled. The energies of the molecules then have the same distribution as those of the sites.
- Molecules desorb independently, by a first-order process with rate $k(E)=\nu e^{-E/k_BT}$. The attempt frequency $\nu$ is the same for all sites.
- A desorbed molecule does not return, and molecules do not move between sites.
- The temperature is constant during the loss.

It is convenient to write

$$\beta=\frac1{k_BT},\qquad u=E-E_0,\qquad \sigma=\beta s=\frac{s}{k_BT}.$$

The number $\sigma$ measures the spread in units of the thermal energy. With this notation $k(E)=k_0e^{-\beta u}$. Angle brackets denote an average over all sites, $\langle X\rangle=\int g(E)X(E)\,dE$.

The Gaussian formally extends to negative energies, where the Arrhenius rate has no meaning as a desorption rate. The integrals below run over the whole line, and the second half shows when this does no harm.

A numerical case will accompany the derivation. It has $T=423.15$ K (150 °C), $E_0=1.40$ eV, $s=0.08$ eV and $\nu=10^{13}\ \mathrm{s^{-1}}$. These energies and the attempt frequency are round model parameters, not properties of a particular molecule. They give $k_BT=0.03646$ eV and

$$\sigma=\frac{0.08}{0.03646}=2.194,\qquad k_0=10^{13}e^{-1.40/0.03646}\ \mathrm{s^{-1}}=2.12\times10^{-4}\ \mathrm{s^{-1}}.$$

### 3. From coverage to loss rate

The probability $p(t)$ that a site of energy $E$ is still filled obeys $dp/dt=-k(E)p$ with $p(0)=1$. Hence $p=e^{-k(E)t}$. The coverage, meaning the filled fraction of all sites, is the average

$$\theta(t)=\int g(E)e^{-k(E)t}\,dE.$$

The loss rate per site is

$$R(t)=-\frac{d\theta}{dt}=\int g(E)k(E)e^{-k(E)t}\,dE.$$

The derivative may be taken under the integral because $ke^{-kt}\le k$ for $t\ge0$, and $\langle k\rangle$ is finite for a Gaussian, as the next section shows. At $t=0$ this is the derivative taken from the side of positive times. Setting $t=0$ gives

$$R(0)=\langle k\rangle=k_0\langle e^{-\beta u}\rangle .$$

At $t=0$ the coverage is one, so the rate per site and the rate per molecule coincide. Later they differ by the factor $\theta$.

For any distribution of mean $E_0$, the spread cannot lower this initial rate. The exponential lies above its tangent, $e^{-\beta u}\ge1-\beta u$. Averaging both sides and using $\langle u\rangle=0$ gives $\langle e^{-\beta u}\rangle\ge1$. The size of the increase depends on the shape of the distribution.

### 4. The Gaussian average

The average to be found is

$$\langle e^{-\beta u}\rangle=\frac1{s\sqrt{2\pi}}\int_{-\infty}^{\infty}\exp\left[-\frac{u^2}{2s^2}-\beta u\right]du.$$

Take the factor $-1/(2s^2)$ out of the exponent, then add and subtract the square of $\beta s^2$:

$$-\frac{u^2}{2s^2}-\beta u=-\frac{u^2+2\beta s^2u}{2s^2}
=-\frac{(u+\beta s^2)^2-\beta^2s^4}{2s^2}.$$

The last term is constant and equals $+\beta^2s^2/2$. Therefore

$$-\frac{u^2}{2s^2}-\beta u=-\frac{(u+\beta s^2)^2}{2s^2}+\frac{\sigma^2}{2}.$$

The remaining integrand is a Gaussian of unchanged width, centred at $u=-\beta s^2$. Its normalized integral is one, so

$$\boxed{R(0)=k_0e^{\sigma^2/2}=\nu e^{-E_0/k_BT}\exp\left[\frac{s^2}{2(k_BT)^2}\right].}$$

Call the enhancement $F=e^{\sigma^2/2}$. In the numerical case

$$F=e^{(2.194)^2/2}=11.1,\qquad R(0)=11.1\times2.12\times10^{-4}\ \mathrm{s^{-1}}=2.35\times10^{-3}\ \mathrm{s^{-1}}.$$

The same calculation gives every moment of the rate. Since $k^n=k_0^ne^{-n\beta u}$, one replaces $\beta$ by $n\beta$ and finds

$$\langle k^n\rangle=k_0^ne^{n^2\sigma^2/2}.$$

The square of $n$ in the exponent means that higher moments grow very fast when $\sigma$ exceeds one. This will limit the time for which $R(0)$ is a useful description.

### 5. Dependence on spread and temperature

For $\sigma\ll1$ the enhancement is $F\simeq1+\sigma^2/2$. The two-site layer has $\cosh\sigma\simeq1+\sigma^2/2$, which is the same to this order. For a small spread only the variance matters, provided that the higher moments of $\beta u$ are correspondingly small. For $\sigma$ well above one the two layers differ strongly, because the Gaussian has sites much weaker than $E_0-s$.

From $\ln F=s^2/[2(k_BT)^2]$ one obtains

$$\frac{d\ln F}{d\ln s}=\sigma^2,\qquad \frac{d\ln F}{d\ln T}=-\sigma^2.$$

Here $\sigma^2=4.8$, so a one percent error in $s$ becomes an error of about 4.8 percent in $F$. With the other parameters fixed, $F$ is 1.40 for $s=0.03$ eV and 225 for $s=0.12$ eV.

With $s$ fixed at 0.08 eV, $F$ falls from 22.1 at 100 °C to 6.9 at 200 °C. This does not mean that the hotter layer is more stable. The enhancement is a ratio to $k_0$, and $k_0$ itself rises with temperature. The next two sections show how the product behaves.

### 6. Which sites supply the loss

The completed square also tells where the molecules come from. The contribution of energy $E$ to the initial rate is $g(E)k(E)$. Divided by the total rate, it is

$$g_*(E)=\frac{g(E)k(E)}{R(0)}=\frac1{s\sqrt{2\pi}}\exp\left[-\frac{(E-E_*)^2}{2s^2}\right],$$

with

$$E_*=E_0-\beta s^2=E_0-\frac{s^2}{k_BT}.$$

The molecules that leave first thus have a Gaussian distribution of the same width as the sites, but its centre is lower by $s^2/k_BT$. Half of the initial loss comes from sites below $E_*$.

How many such sites are there? Let $\Phi(x)$ be the probability that a Gaussian variable of zero mean and unit standard deviation lies below $x$. The fraction of sites below $E_*$ is

$$\Phi\left(\frac{E_*-E_0}{s}\right)=\Phi\left(-\frac{s^2/k_BT}{s}\right)=\Phi(-\sigma).$$

In the numerical case $E_*=1.40-0.0064/0.03646=1.22$ eV, and $\Phi(-2.194)=0.0141$. Half of the initial loss therefore comes from 1.4 percent of the sites. A measurement that fixes $E_0$ and $s$ from the bulk of the distribution says little about these sites unless the Gaussian form is known to hold there.

### 7. Apparent energy and apparent prefactor

Suppose that the initial rate of a freshly filled layer is obtained at several temperatures, with $\nu$, $E_0$ and $s$ independent of temperature. The logarithm of the result is

$$\ln R(0)=\ln\nu-\beta E_0+\tfrac12\beta^2s^2.$$

The local activation energy read from an Arrhenius plot is minus the derivative with respect to $\beta$:

$$-\frac{d\ln R(0)}{d\beta}=E_0-\beta s^2=E_*.$$

It is the mean energy of the molecules that are leaving, not that of the molecules in the layer. Since $E_*$ is positive here, $R(0)$ rises with temperature although $F$ falls.

The tangent to the plot, extended to $\beta=0$, gives an apparent prefactor $\nu_{\rm app}$:

$$\ln\nu_{\rm app}=\ln R(0)+\beta E_*=\ln\nu-\tfrac12\beta^2s^2.$$

Hence $\nu_{\rm app}=\nu/F$. In the example the apparent prefactor would be 11 times smaller than the true attempt frequency.

A different energy answers a different question. A uniform layer with the same $\nu$ has the same initial loss rate at this temperature if its energy $E_{\rm eq}$ satisfies $\nu e^{-\beta E_{\rm eq}}=R(0)$. Therefore

$$E_{\rm eq}=E_0-\frac{\beta s^2}{2}=E_0-\frac{s^2}{2k_BT}.$$

This is 1.31 eV in the example, halfway between $E_*$ and $E_0$. It reproduces the rate at one temperature but not its slope.

### 8. When the layer counts as full

The weakest sites matter most, and they are also the hardest to keep filled. During the inhibitor dose let an empty site fill at the rate $a$, taken to be the same for all sites. Its occupation $f$ obeys

$$\frac{df}{dt}=a(1-f)-kf,$$

so that a long dose leaves $f=a/(a+k)$. If the dose stops abruptly, the first loss rate is

$$\left\langle\frac{ak}{a+k}\right\rangle=\langle k\rangle-\left\langle\frac{k^2}{a+k}\right\rangle\ge\langle k\rangle-\frac{\langle k^2\rangle}{a}.$$

The equality follows from $ak=(a+k)k-k^2$, and the bound from $a+k\ge a$. Define

$$\gamma=\frac{\langle k^2\rangle}{\langle k\rangle}=k_0\frac{e^{2\sigma^2}}{e^{\sigma^2/2}}=k_0e^{3\sigma^2/2}.$$

The rate then falls short of $R(0)$ by at most the fraction $\gamma/a$. In the example $\gamma=0.289\ \mathrm{s^{-1}}$. A filling rate of $2.9\ \mathrm{s^{-1}}$ therefore suffices to keep the shortfall below 10 percent. This condition is sufficient but not necessary: evaluating the average numerically gives a shortfall of 10 percent at $a\simeq1.0\ \mathrm{s^{-1}}$. Even this is far larger than $k_0$, so a dose that fills a site of mean energy may still leave the weakest sites partly empty.

## Second half: duration, limits and a process step

### 9. Symbols and results carried over

The sites have a Gaussian distribution $g(E)$ of desorption energies, with mean $E_0=1.40$ eV and standard deviation $s=0.08$ eV. Averages over it are written $\langle\cdots\rangle$. A molecule leaves at the rate $k(E)=k_0e^{-\beta u}$, where $u=E-E_0$, $\beta=1/k_BT$ and $k_0=2.12\times10^{-4}\ \mathrm{s^{-1}}$ at 150 °C. The coverage is $\theta(t)=\langle e^{-kt}\rangle$ and the loss rate per site is $R(t)=\langle ke^{-kt}\rangle$.

With $\sigma=\beta s=2.194$, the initial rate is $R(0)=k_0F$, where $F=e^{\sigma^2/2}=11.1$. The molecules that leave first have a Gaussian distribution $g_*(E)$ of width $s$ centred at $E_*=E_0-\beta s^2=1.22$ eV. The second moment gives the rate $\gamma=k_0e^{3\sigma^2/2}=0.289\ \mathrm{s^{-1}}$. The function $\Phi$ is the cumulative probability of a standard Gaussian variable.

### 10. How long the initial rate lasts

Differentiating the loss rate gives $R'(0)=-\langle k^2\rangle$, so

$$-\frac{R'(0)}{R(0)}=\frac{\langle k^2\rangle}{\langle k\rangle}=\gamma .$$

The inverse of $\gamma$ is 3.5 s. The inequalities $x-x^2/2\le1-e^{-x}\le x$, valid for $x\ge0$, applied to $x=kt$ and averaged, give

$$R(0)t\left(1-\frac{\gamma t}{2}\right)\le1-\theta(t)\le R(0)t .$$

The linear law is therefore accurate when $\gamma t\ll1$, and it is an upper bound at all later times.

One might expect the rate to halve after $(\ln2)/\gamma=2.4$ s. Solving $R(t)=R(0)/2$ numerically, with the average taken as a sum over a fine energy grid, gives 23 s instead. The difference follows from the shape of the distribution. Since $gk=R(0)g_*$,

$$\frac{R(t)}{R(0)}=\int g_*(E)e^{-k(E)t}\,dE .$$

This has the form of the coverage of a layer with mean energy $E_*$. A site at that centre has the rate

$$k(E_*)=k_0e^{\beta^2s^2}=k_0F^2=2.12\times10^{-4}\times(11.1)^2\ \mathrm{s^{-1}}=0.026\ \mathrm{s^{-1}},$$

and a half-life of $(\ln2)/0.026\simeq27$ s. Because half of $g_*$ lies on either side of $E_*$, the rate should halve on about this time scale. The initial slope $\gamma$ is larger because it is set by still weaker and rarer sites. They empty first, and the decay then slows.

### 11. Loss during a ten-second step

Consider a step of 10 s that begins with a full layer. Summing $g(E)(1-e^{-k(E)t})$ over the energy grid gives a loss of 1.75 percent of the sites. The linear law gives

$$R(0)t=2.35\times10^{-3}\times10=2.35\ \text{percent},$$

which is 34 percent above the true loss of the model. A uniform layer at $E_0$ loses $1-e^{-k_0t}=0.21$ percent. The ratio of the two losses is 8.3, somewhat below the initial ratio of 11.1.

The same comparison can be made at fixed loss. The spread layer loses its first percent in 5.2 s, and the uniform layer in 47 s. If one percent of open sites is the most that a process tolerates, the spread has shortened the usable time by a factor of about nine.

A pause between the dose and the step changes the starting point. If a layer that was full when the dose ended is purged for 5 s, its loss rate has fallen to $0.72R(0)$, or about $8.0k_0$. The later step then starts with a slower loss, but the molecules lost during the purge have already opened sites.

### 12. The later advantage of the spread layer

The two-site example suggested that a spread layer holds on better at late times. To compare it with the uniform layer, form the ratio of coverages,

$$q(t)=\frac{\theta(t)}{e^{-k_0t}}=\left\langle e^{-(k-k_0)t}\right\rangle .$$

At $t=0$ the ratio is one, and its slope is $-(\langle k\rangle-k_0)=-k_0(F-1)$, which is negative. Its second derivative for $t>0$ is $\langle(k-k_0)^2e^{-(k-k_0)t}\rangle$, which is positive. As $t\to\infty$ the ratio grows without limit, because sites with $k<k_0$ contribute growing exponentials. A curve that starts at one, first falls, is convex and finally diverges returns to one at a single later time.

A numerical root search puts this crossing at $3.7\times10^3$ s, about one hour, with 45 percent of the sites still filled in both layers. Before it the spread layer has more open sites; after it the uniform layer has more. A selective process cannot use the later advantage if it tolerates only a few percent of open sites.

### 13. The low-energy tail

Half of the initial loss comes from sites more than $\sigma=2.19$ standard deviations below the mean, so the form of the tail matters. Suppose that there are no sites below an energy $E_c$, and that the rest of the Gaussian is normalized again. The rate integral contains $FG$, where $G$ is the part of $g_*$ above $E_c$, namely $\Phi[(E_*-E_c)/s]$. The sites that remain are the fraction $\Phi[(E_0-E_c)/s]$ of the original ones. Hence

$$F_c=F\,\frac{\Phi[(E_*-E_c)/s]}{\Phi[(E_0-E_c)/s]} .$$

Here $E_0$, $s$ and $k_0$ remain those of the uncut Gaussian. A cut three standard deviations below the mean gives $F_c=8.8$, and a cut at two gives 4.8. The second cut lies above $E_*$ and removes more than half of the original rate, although it removes few sites. A cut also changes the true mean and spread: the cut at two standard deviations raises the mean by $0.055s$ and narrows the spread to $0.94s$. If the cut shapes are shifted and stretched back to mean $E_0$ and standard deviation $s$, the enhancements are 9.1 and 6.5.

The part of the uncut rate that comes from unphysical negative energies is $\Phi(-E_*/s)$. With $E_*/s=15.3$ this is about $3.5\times10^{-53}$, so the integration over the whole line was harmless. The condition for this is $E_*\gg s$, which is stronger than $E_0\gg s$.

A flat distribution shows the effect of shape at fixed mean and fixed standard deviation. If it extends from $-w_f$ to $w_f$ in $u$, its variance is $w_f^2/3$, so $w_f=\sqrt3\,s$. Its enhancement is

$$\frac1{2w_f}\int_{-w_f}^{w_f}e^{-\beta u}\,du=\frac{\sinh(\beta w_f)}{\beta w_f}=\frac{\sinh(\sqrt3\,\sigma)}{\sqrt3\,\sigma}=5.9 .$$

For small $\sigma$ this again becomes $1+\sigma^2/2$. At the present $\sigma$ it is about half of the Gaussian value, so the mean and the standard deviation alone do not determine the loss rate.

### 14. A prefactor that depends on energy

A more strongly bound molecule may also have a different attempt frequency. Let $\nu(E)=\nu e^{bu}$, so that the prefactor at the mean energy is unchanged. Then $k=k_0e^{-(\beta-b)u}$. The Gaussian average is the earlier one with $\beta$ replaced by $\beta-b$:

$$F_b=\exp\left[\frac{s^2(\beta-b)^2}{2}\right].$$

If the prefactor grows tenfold for each 0.2 eV, then $b=(\ln10)/0.2=11.5\ \mathrm{eV^{-1}}$, while $\beta=27.4\ \mathrm{eV^{-1}}$. The enhancement is

$$F_b=e^{0.0064\times(15.9)^2/2}=2.2 .$$

This chosen dependence removes most of the effect. At $b=\beta$ all sites would desorb at the same rate. A negative $b$ would make the enhancement larger than $F$.

### 15. Small pads

A small pad has a finite number $N$ of sites. If their energies are independent draws from $g$, the initial rate of one pad is the mean of $N$ independent values of $k$. Its variance among pads is $(\langle k^2\rangle-\langle k\rangle^2)/N$. Dividing by $\langle k\rangle^2=k_0^2e^{\sigma^2}$ and using $\langle k^2\rangle=k_0^2e^{2\sigma^2}$ gives the relative standard deviation

$$\sqrt{\frac{e^{\sigma^2}-1}{N}} .$$

A square pad with a side of 20 nm and two sites per $\mathrm{nm^2}$ has $N=800$. Since $e^{\sigma^2}=F^2=123$, the relative standard deviation is $\sqrt{122/800}=0.39$. About $0.0141\times800\simeq11$ sites supply half of the mean rate, but the standard deviation is governed by still rarer ones. The product $gk^2$ is a Gaussian centred at $E_0-2\beta s^2$, so half of $\langle k^2\rangle$ comes from a fraction $\Phi(-2\sigma)\simeq5.7\times10^{-6}$ of the sites, or about one site in 200 pads. Most pads therefore differ less than the standard deviation suggests, while a few have a much higher rate. Among 3000 pads with randomly drawn energies the median enhancement was 10.3, below the mean of 11.1. This spread concerns the expected loss rates of the pads; the random times at which molecules leave add further scatter.

### 16. Molecules that move

Suppose that molecules hop between sites much faster than they desorb. Let all hops pass over saddle points of a common energy, so that the hopping rate from a site is proportional to $e=k/k_0=e^{-\beta u}$. Let the target be any site of the layer, and let the hop succeed if that site is empty. This is a mean-field description. With $A=\langle fe\rangle$ and empty fraction $H=\langle1-f\rangle$, the occupation $f$ of a site obeys, in units of the hopping rate at $E_0$,

$$\frac{df}{dt}=A(1-f)-efH .$$

The average of the right side is $AH-AH=0$, so hopping conserves the coverage. The steady occupation is $f=A/(A+eH)$. Requiring $\langle1-f\rangle=H$ fixes $A$:

$$\left\langle\frac{e}{A+eH}\right\rangle=1 .$$

The desorption rate per site is $k_0A$. At $H=0$ the condition gives $A=\langle e\rangle=F$, so mobility leaves the initial rate unchanged.

The immobile layer has $H=0.0175$ after the 10 s step, and its rate is then $R/k_0=7.0$. For a mobile layer with the same loss, which it reaches slightly sooner, a numerical solution gives $A=7.4$. This value belongs to the limit of very fast hopping, in which the occupation keeps its steady form throughout the loss. Because a hop needs one of the few empty sites, this limit is demanding: a hopping rate at $E_0$ of $10k_0$ gives only 7.0, and one of $1000k_0$ gives 7.4. The sign of the difference can be derived. The ratio of empty to filled probability is $e^{kt}-1$ without hopping and $eH/A$ with it. The first is convex in $k$ and the second is a straight line, both starting from zero. Because the total number of vacancies is equal, they must cross at some $k>0$, and they do so once. Below the crossing the mobile layer has more vacancies, and above it the immobile layer has more. The immobile layer has thus lost more of its fast molecules, and its remaining rate is lower.

### 17. Repulsion between neighbours

In a full layer, repulsion from the neighbours is already contained in $E$. A vacancy removes part of it and binds the remaining molecules more strongly. Let each of $z$ neighbours be missing with probability $H$, independently of the others and of the molecule's own energy. Each missing neighbour raises $E$ by $w$. Averaging over the number $n$ of missing neighbours gives

$$\sum_{n=0}^{z}\binom zn H^n(1-H)^{z-n}e^{-n\beta w}=\left(1-H+He^{-\beta w}\right)^z$$

by the binomial theorem. This factor multiplies the rate and equals one at $H=0$. For $z=6$, $w=0.02$ eV and $H=0.0175$ it is 0.96. With these parameters repulsion lowers the rate at the end of the step by 4 percent.

### 18. The model beside a real process

The process meant here repeats a cycle in which an inhibitor dose is followed by the steps that grow the film. The temperature of 150 °C, the step of 10 s, the energies, their spread and the attempt frequency were chosen for illustration and do not describe a particular inhibitor. Real layers may bind the molecule in several forms, which breaks the assumption of one Gaussian with one prefactor. At the same temperature, the cut Gaussians (with $E_0$ and $s$ of the uncut form), the flat distribution and the prefactor that grows with energy move the enhancement from 11 to values between 2 and 9. The precursor may also displace the inhibitor. If it does so at a rate $k_d$ that is equal for all sites, the ratio of the initial rates becomes $(Fk_0+k_d)/(k_0+k_d)$, which is 6.0 for $k_d=k_0$ and tends to one when displacement dominates. Renewing the inhibitor in every cycle limits the accumulated loss if the dose refills the weak sites and no film has yet grown on them. The fast initial loss then starts again at the end of each dose, so a purge before the growth step uses up part of it: in the model a layer that was full has about 1 percent of its sites open after a 5 s purge and about 3 percent after 20 s.
